Cluster sums from products of neighbour sums, and their self-interactions

**The form fixed by symmetry**

An atom has M neighbours at relative positions r_1, …, r_M inside a cutoff r_c. Take two functions φ_1, φ_2 of one neighbour position, and let S_12 be the sum of φ_1(r_j) φ_2(r_k) over ordered pairs of different neighbours. S_12 is linear in each function and unchanged when the neighbours are relabelled. Two products of one-neighbour sums share these properties: A_1 A_2, with A_k = Σ_j φ_k(r_j), and A_12 = Σ_j φ_1(r_j) φ_2(r_j). This suggests

S_12 = α A_1 A_2 + β A_12.

Two cases fix the numbers. With a single neighbour there is no pair, so S_12 = 0, while A_1 A_2 = A_12; hence α + β = 0. With two neighbours, let φ_1 equal 1 on the first and 0 on the second, and φ_2 the reverse. Then S_12 = 1, A_1 A_2 = 1 and A_12 = 0, so α = 1. The candidate is S_12 = A_1 A_2 − A_12.

For N functions the same symmetry allows one product for each way of grouping the factors. The theorem supplies the coefficients and proves the form.

**Definitions and theorem**

A set partition π of {1, …, N} divides the factors into non-empty blocks B, with |B| elements each. Define

φ_B(r) = Π_{k∈B} φ_k(r),  A_B = Σ_j φ_B(r_j),
P = Π_{k=1}^N A_k,
S = Σ_{j_1,…,j_N all different} Π_k φ_k(r_{j_k}).

S[π] denotes the same distinct-neighbour sum with one merged function φ_B per block. Tuples are ordered; for a symmetric cluster function, a sum over unordered clusters carries a factor 1/N!. Body order counts the central atom too, so S has body order N + 1.

**Theorem.** For finite M and finite values φ_k(r_j):

(a) P = Σ_π S[π].

(b) S = Σ_π Π_{B∈π} (−1)^{|B|−1} (|B|−1)! A_B.

(c) P − S contains terms with at most N − 1 different neighbours.

(d) Let a cluster function be a sum of Q products, V = Σ_q c_q Π_k φ_{qk}(r_k). At fixed N and Q its distinct-neighbour sum costs a number of operations linear in M, once the neighbours are known.

(e) If the one-neighbour basis contains every merged function φ_B that occurs, the subtractions in (b) can be absorbed in the coefficients of lower-order products.

**Lemma 1: sorting by coincidence**

Multiplying out the product gives all M^N tuples:

P = Σ_{j_1} … Σ_{j_N} Π_k φ_k(r_{j_k}).

Each tuple defines one partition: k and k′ share a block when j_k = j_k′. Within a block all functions are evaluated at the same neighbour, so their product is φ_B there. Different blocks carry different neighbours. Summing the tuples of one partition gives S[π], which proves (a).

The partition into N single blocks gives S itself. Every other partition has at most N − 1 blocks, which proves (c). For N = 2,

A_1 A_2 = S_12 + A_12,

in agreement with the symmetry argument.

**Lemma 2: inversion**

A block of b elements can be arranged into a single cycle in (b − 1)! ways, and such a cycle has sign (−1)^{b−1}. The coefficient of a partition in (b) is therefore the sum of sgn σ over all permutations σ whose cycles have the blocks of π as their element sets. Hence the right side of (b) is

R = Σ_σ sgn σ Π_{cycles C of σ} A_C.

Writing out each A_C gives a sum over tuples whose index is constant along every cycle, that is, j_{σ(k)} = j_k. Exchange the two sums:

R = Σ_{j_1,…,j_N} [Π_k φ_k(r_{j_k})] Σ_{σ: j_σ(k)=j_k} sgn σ.

If all indices differ, the identity is the sole allowed permutation and the inner sum is 1. If two indices coincide, let τ exchange their positions. Then σ → στ pairs the allowed permutations with opposite signs, and the inner sum is 0. So R = S, which proves (b).

For N = 3 there are five partitions:

S = A_1 A_2 A_3 − A_12 A_3 − A_13 A_2 − A_23 A_1 + 2 A_123.

The last sign is positive because subtracting the three pair coincidences removes the triple coincidence three times, and it should be removed once. As an example let all three functions take the values 1, 2, 3 on three neighbours. The one-function sum is 6, each two-function sum is 1 + 4 + 9 = 14, and the three-function sum is 1 + 8 + 27 = 36. Thus

S = 216 − 3·14·6 + 2·36 = 36.

Directly, there are 3! = 6 ordered triples, each contributing 1·2·3 = 6, again 36. Of the raw product 216, 180 is self-interaction.

**How large is the self-interaction?**

If every φ_k = 1, then P = M^N and S = M(M − 1)…(M − N + 1). For M much larger than N²,

(P − S)/P ≈ [0 + 1 + … + (N − 1)]/M = N(N − 1)/(2M).

The fraction then falls with neighbour number. That conclusion needs sums that do not cancel. For M < N there are no N different neighbours, so S = 0 and all of P is self-interaction. Angular functions change sign, so their sums can cancel and the estimate no longer applies. For seven random neighbours and N = 4 the test gave |S| = 2.0×10⁻⁵ and |P − S| = 9.4×10⁻⁵, a ratio |P − S|/|S| of 4.7. Constant functions would give 1561/840 = 1.9, so with so few neighbours the self-interaction is the larger part even without sign changes.

Body order can be identified without knowing the formula. Add N atoms to a fixed background and form the mixed difference

Δf = Σ_{T⊆added atoms} (−1)^{N−|T|} f(background and T).

A term involving a subset U of the added atoms appears for every T containing U. Its total weight is Σ_{T⊇U} (−1)^{N−|T|} = (1 − 1)^{N−|U|}, which vanishes unless U contains all N added atoms. Terms with fewer than N neighbours therefore drop out: Δ(P − S) = 0, while ΔP is the cluster sum of the added atoms alone. For N = 3, with three atoms added to four, the test gave |ΔP| = 8.2×10⁻⁶ and |Δ(P − S)| = 2×10⁻¹⁹, zero to rounding.

**Cost**

There are 2^N − 1 non-empty subsets of N factors, so (b) needs at most that many sums A_B per product, each over M neighbours. The remaining multiplications run over partitions (2, 5 and 15 of them for N = 2, 3 and 4) and do not involve M. Repeating this for Q products proves (d). The prefactor grows with N and Q, so linearity in M alone does not guarantee a faster calculation.

Timings of the silicon angular sum derived below show both sides. Between 200 and 800 neighbours the explicit pair loop grew as M^2.06; between 4000 and 16000 the neighbour sums grew as M^1.11. For M = 4 the times were 1.7 and 1.6 μs, no useful gain. For M = 46, the number of silicon neighbours within 0.6 nm, they were 148 and 12 μs, a factor of 12. These times belong to one implementation in interpreted code. The 46 neighbours form 1035 pairs but 15180 triples, so an explicit four-body sum would be longer still.

**Absorption requires a larger basis**

To prove (e), expand each merged function in the basis, φ_B = Σ_w d_Bw φ_w. Summing over neighbours gives A_B = Σ_w d_Bw A_w. Each correction in (b) becomes a combination of products with fewer than N factors, and its coefficients add to those already present. The coefficients of the N-factor products do not change.

Consider the basis

φ_nlm(r) = (1 − x)² xⁿ Y_lm(u),  x = r/r_c,  u = r/|r|.

For two radial functions,

(1 − x)² x^a (1 − x)² x^b = (1 − x)² x^{a+b} (1 − 2x + x²),

so the product is the combination of radial functions a + b, a + b + 1 and a + b + 2 with coefficients 1, −2 and 1. For the angles let μ = m_1 + m_2. Since Y*_Lμ = (−1)^μ Y_{L,−μ}, projection gives

Y_{l1 m1} Y_{l2 m2} = Σ_L (−1)^μ G_L Y_Lμ,
G_L = ∫ Y_{l1 m1} Y_{l2 m2} Y_{L,−μ} dΩ,

with |l_1 − l_2| ≤ L ≤ l_1 + l_2. The products close, but at higher degree. Merging N functions can require n up to N n_max + 2(N − 1) and l up to N l_max.

A truncated basis kept fixed generally fails. The product of φ_nlm with (n,l,m) = (1,2,1) and (2,1,−1) was fitted at 600 random points. With n ≤ 2 and l ≤ 2, which contains both factors, the residual was 55% of the norm of the product (57.5% in an exact projection with the same weight, most of it from the missing l = 3 component). With n ≤ 5 and l ≤ 3 it was 1.4×10⁻¹⁴. In the small basis the raw and corrected expansions therefore span different models. Formula (b) still works there, provided the sums A_B are computed directly.

**Rotational invariants and truncation**

Give neighbour j a radial weight g_j and direction u_j, and set A_lm = Σ_j g_j Y_lm(u_j). The addition theorem for spherical harmonics gives

Σ_m |A_lm|² = [(2l + 1)/(4π)] Σ_{j,k} g_j g_k P_l(cos θ_jk).

The terms j = k have P_l(1) = 1 and depend on distance alone: the self-interaction of an angular term is a pair term.

An angular kernel K(cos θ) = Σ_l b_l P_l(cos θ) with infinitely many terms must be truncated at some L, giving K_L. The sum over unordered pairs is then

½ {Σ_{l≤L} b_l [4π/(2l + 1)] Σ_m |A_lm|² − K_L(1) Σ_j g_j²}.

The diagonal contains K_L(1), because that is what the truncated product put there. Subtracting K(1) instead adds the error −½[K(1) − K_L(1)] Σ_j g_j². For K = exp[4(cos θ − 1)] and 20 random neighbours with L = 2, the error relative to the explicit pair sum was −2.4% with K_L(1) and −15% with K(1). At L = 8 the magnitudes were 0.0015% and 0.0085%.

**Application: Stillinger–Weber silicon**

The three-body energy of this potential is

E_3 = ελ Σ_i Σ_{j<k} g_j g_k (cos θ_jk + 1/3)²,
g(r) = exp[γσ/(r − r_c)],  r < r_c,

with ε = 2.1682 eV, σ = 0.20951 nm, λ = 21, γ = 1.2 and r_c = 1.8σ = 0.3771 nm. The weights and angles refer to central atom i. Since cos²θ = (2P_2 + 1)/3,

(cos θ + 1/3)² = (4/9)P_0 + (2/3)P_1 + (2/3)P_2.

The expansion ends at l = 2, so there is no angular truncation error. In Cartesian form define

T0 = Σ_j g_j,  T1 = Σ_j g_j u_j,  T2 = Σ_j g_j u_j u_j.

Then T2:T2 = Σ_{jk} g_j g_k cos²θ_jk, T1·T1 = Σ_{jk} g_j g_k cos θ_jk and T0² = Σ_{jk} g_j g_k. Each diagonal term has (1 + 1/3)² = 16/9. Removing the diagonal and halving the ordered sum gives

E_3 = (ελ/2) Σ_i [T2:T2 + (2/3)T1·T1 + T0²/9 − (16/9)Σ_j g_j²].

The pair energy is ½ Σ_i Σ_{j≠i} φ_2(r_ij), with the same factor ½ and the same double counting of bonds. The self-correction is therefore absorbed by

φ_2(r) → φ_2(r) − (16/9) ελ g(r)².

Forces keep the linear cost. For a bond vector r = r u, the change of direction is du = (I − uu)·dr/r. Differentiating the energy of one central atom gives

∂E_3/∂r = ελ {g′ [u·T2·u + (2/3)u·T1 + T0/9 − (16/9)g] u + (g/r)(I − uu)·[2 T2·u + (2/3)T1]}.

This gradient is added to the neighbour's and subtracted from the central atom's; the force is minus the result.

In a 64-atom cell with Gaussian displacements of 0.015 nm per axis, the raw product gave 312.0523 eV and its self part 303.0771 eV. The difference, 8.9752 eV, agreed with the explicit sum over distinct pairs.

**The perfect crystal**

Diamond silicon has four tetrahedral neighbours with cos θ = −1/3, so E_3 = 0. The neighbour sums are nevertheless not zero: T0 = 4g, T1 = 0 and T2 = (4g/3)I. Hence

T2:T2 + T0²/9 = 16g²/3 + 16g²/9 = 64g²/9,

which equals the diagonal, 4·(16/9)g². The entire raw product is self-interaction. With g = 0.1701 at the bond length 0.2352 nm,

E_self = ½·2.1682·21·(64/9)·0.1701² ≈ 4.68 eV/atom,

or 4.6865 eV/atom with unrounded inputs. The correct model energy is −4.3364 eV/atom. Leaving the self part in gives +0.3501 eV/atom, so at this lattice constant the crystal lies above separated atoms. Correct absorption changes the pair energy at the bond from −2.1682 to −4.5115 eV.

The self part also pushes outward. Here E_self is proportional to g², and the volume per atom V = 0.02002 nm³ scales as r³. Thus

p = −dE_self/dV = E_self · 2γσr/[3V(r_c − r)²] ≈ 458 eV/nm³ = 73 GPa.

With the diamond structure held fixed and its size varied, the minimum moves from 0.5431 to 0.6407 nm, an expansion of 18%, at −1.96 eV/atom. A refitted pair term with enough freedom can remove this error; a pair term taken unchanged from the original potential cannot.

**Thermal energies and the real material**

Configurations at 300 K were drawn from the classical harmonic distribution of the same potential at fixed lattice constant. The true three-body energy was 16.34 ± 0.10 meV/atom in a 64-atom cell and 16.62 ± 0.10 in a 216-atom cell. The shift of 0.28 meV, about 2%, is twice its combined standard error. A second-order harmonic estimate rises by a further 0.13 meV/atom, about 0.8%, between 216 atoms and a very large crystal.

The self part in the larger cell was 4670.3 ± 0.2 meV/atom, about 280 times the true term. It lies 16.2 meV below its perfect-crystal value; a second-order estimate lowers it by a further 0.2 meV/atom in a very large crystal. The raw product therefore changes by only a few tenths of a meV/atom on heating within this harmonic sampling, while the true three-body energy rises by 16.6. Subtracting a constant would not repair the raw product: the distance dependence of the self part nearly hides the thermal signal in this classical ensemble. The cancellation is not general: with quantum nuclei a second-order estimate puts the change of the raw product at about 4 meV/atom.

The mean difference between the full and harmonic energies, ⟨U − U_h⟩, was −0.21 ± 0.01 meV/atom in the 216-atom classical ensemble. Since ⟨exp(−ΔU/k_BT)⟩ ≥ exp(−⟨ΔU⟩/k_BT), this mean is an upper bound on the anharmonic change of classical free energy, subject to its sampling error. It is not the change itself.

For real silicon near room temperature, classical nuclei are a visible approximation. Quantum harmonic amplitudes raise the three-body energy to 19.21 ± 0.11 meV/atom, 16% above the classical value, and the displacement per axis from 0.0062 to 0.0066 nm, all in the 216-atom cell. A second-order estimate raises the quantum energy by a further 0.13 meV/atom in a very large crystal and leaves the 16% unchanged. Both displacements are about a tenth too small for a large crystal of this model, where they approach 0.0069 and 0.0073 nm, because the small cell lacks long acoustic waves. The potential is a further concern. Its zone-centre optical frequency is 17.8 THz against a rough measured 16 THz, an excess of roughly 10 to 15%. Frequency squared is proportional to the force constant, so that constant is roughly 20 to 30% too large. The potential omits explicit four-body terms and, in the perfect crystal, direct pair interactions between second neighbours at 0.3840 nm, which are coupled only through the angular term of their common neighbour; their separate sizes are not determined here. The partition identity removes repeated neighbours from a chosen model and does not correct the model's physics. The numerical output below gives the remaining values.

Computed values

```
Partition identity, 7 random neighbours (dimensionless)
 N=2: partitions 2, |P|=1.149e-02, |S|=7.510e-03, |P-S|=7.031e-03
 N=3: partitions 5, |P|=4.930e-04, |S|=2.069e-04, |P-S|=4.313e-04
 N=4: partitions 15, |P|=8.997e-05, |S|=2.001e-05, |P-S|=9.390e-05
 values 1,2,3: A1=6, A2=14, A3=36, A1^3=216, S=36
 third mixed difference: of P 8.18e-06, of P-S 2.1e-19
Product function outside basis n<=2,l<=2: relative residual 0.546
 in basis n<=5,l<=3: 1.4e-14
Kernel exp(4(cos-1)), 20 neighbours: relative error of pair sum
 lmax=2: truncated diagonal -2.4e-02, full diagonal -1.5e-01
 lmax=4: truncated diagonal 2.2e-03, full diagonal -1.9e-02
 lmax=8: truncated diagonal 1.5e-05, full diagonal -8.5e-05
 lmax=12: truncated diagonal 3.3e-08, full diagonal -6.2e-08
Disordered Si64 (0.015 nm): raw 312.0523, self 303.0771, true 8.9752 eV
SW inputs: eps=2.1682 eV, sigma=0.20951 nm, lambda=21.0, gamma=1.2, a=1.8
 pair A=7.049556277, B=0.6022245584; cutoff 0.3771 nm
Bond 0.2352 nm, second neighbour 0.3840 nm, g(bond)=0.1701
Perfect Si: raw product 4.6865, self part 4.6865 eV/atom
 true three-body 6.0e-31, total -4.3364 eV/atom
 total with self part left in 0.3501 eV/atom
 spurious pressure 73.4 GPa
 pair potential at bond -2.1682 eV, after absorption -4.5115 eV
Lattice constant: correct 0.5431 nm, self part left in 0.6407 nm
 energy at that wrong minimum -1.9614 eV/atom, expansion 18.0 %
Thermal Si at 300 K, harmonic sampling (meV/atom)
 64 atoms: true three-body 16.34 +- 0.10
 216 atoms: true three-body 16.62 +- 0.10, cell shift 0.28
 216 atoms: self part 4670.3 +- 0.2
 quantum nuclei: true three-body 19.21 +- 0.11
 mean anharmonic energy, classical -0.21 +- 0.01
 rms displacement per axis: classical 0.00621, quantum 0.00656 nm
 zone-centre optical mode 17.83 THz; rough measured 16 THz; excess 11 %
Run-time exponent in M: pair loop 2.06, neighbour sums 1.11
 M=4: 6 pairs, 4 triples; pair loop 1.7 us, sums 1.6 us
 M=46: 1035 pairs, 15180 triples; pair loop 147.9 us, sums 12.2 us
 (M=46 is the Si neighbour count within 0.6 nm)
```
